# Powell Symmetric Broyden, Bofill and BFGS Hessian Updates in Saddle Searches

## Hessian updates for a saddle search

A quasi-Newton search for a first-order saddle carries a symmetric model Hessian $B$ that should have one negative eigenvalue. After a step $s$ the gradient has changed by $y=g(x+s)-g(x)$, whereas the model predicted $Bs$. The residual is

$$r=y-Bs. \tag{1}$$

The Powell symmetric Broyden (PSB) update adds to $B$ the symmetric matrix of least Frobenius norm that removes this residual:

$$X_{\rm P}=\frac{rs^T+sr^T}{s^Ts}-\frac{(r^Ts)\,ss^T}{(s^Ts)^2}. \tag{2}$$

Bofill's update mixes it with the symmetric rank-one (SR1) change:

$$X_{\rm B}=\phi\,\frac{rr^T}{r^Ts}+(1-\phi)X_{\rm P},\qquad \phi=\frac{(r^Ts)^2}{(r^Tr)(s^Ts)} . \tag{3}$$

The BFGS update is

$$B_+=B-\frac{Bss^TB}{s^TBs}+\frac{yy^T}{y^Ts}. \tag{4}$$

It changes the number $n_-$ of negative eigenvalues according to

$$n_-(B_+)=n_-(B)-[s^TBs<0]+[y^Ts<0], \tag{5}$$

where a bracket is 1 if its condition holds and 0 otherwise. BFGS therefore keeps the number of negative eigenvalues unchanged only while the predicted curvature $s^TBs$ and the observed curvature $y^Ts$ agree in sign. Near a saddle both can be close to zero, and a small error in $B$ can then make the signs differ.

Denominators are taken to be nonzero. If $r=0$, there is nothing to correct and $B$ is kept.

### The secant condition

Let $\nabla^2V$ be the exact Hessian of the energy $V$. Integrating the derivative of the gradient along the step gives

$$y=Hs,\qquad H=\int_0^1\nabla^2V(x+ts)\,dt . \tag{6}$$

The matrix $H$ is symmetric. On a quadratic surface it is the constant Hessian; otherwise it is an average that differs from step to step. The updated model should reproduce the observed change, $B_+s=y$. For $B_+=B+X$ this means

$$Xs=r,\qquad X=X^T. \tag{7}$$

These conditions leave the curvature perpendicular to $s$ undetermined, so a further principle is needed.

### The least change

Minimize $\tfrac12\|X\|_F^2=\tfrac12{\rm tr}(X^TX)$ under (7). With a vector $2\mu$ of Lagrange multipliers, a symmetric variation $\delta X$ must satisfy

$${\rm tr}(X\,\delta X)-2\mu^T\delta X\,s={\rm tr}\big[(X-\mu s^T-s\mu^T)\,\delta X\big]=0 .$$

The second form uses the symmetry of $\delta X$, which sees only the symmetric part of $2s\mu^T$. The bracket is itself symmetric, so it must vanish:

$$X=\mu s^T+s\mu^T. \tag{8}$$

To find $\mu$, apply (8) to $s$:

$$\mu\,(s^Ts)+s\,(\mu^Ts)=r. \tag{9}$$

Multiplication by $s^T$ gives $2(s^Ts)(\mu^Ts)=r^Ts$. With this value of $\mu^Ts$, (9) yields

$$\mu=\frac{r}{s^Ts}-\frac{(r^Ts)\,s}{2(s^Ts)^2}.$$

Insertion in (8) adds the two halves of the last term and gives (2).

This stationary point is the unique minimum. Any other matrix allowed by (7) is $X_{\rm P}+W$ with $W=W^T$ and $Ws=0$. By (8), ${\rm tr}(X_{\rm P}W)=2\mu^TWs=0$, so

$$\|X_{\rm P}+W\|_F^2=\|X_{\rm P}\|_F^2+\|W\|_F^2 . \tag{10}$$

The word "least" refers to the chosen coordinates. A common factor for all of them leaves the update unchanged, but rescaling them by different factors changes the Frobenius norm and, in general, the update.

The name reflects a second construction. Without the symmetry condition, any $A$ with $As=r$ obeys $\|A\|_F\ge|r|/|s|$, and Broyden's change $rs^T/(s^Ts)$ attains this bound. It is not symmetric, so symmetrize it, compute the new residual and repeat. With $P=1-ss^T/(s^Ts)$, the projector perpendicular to $s$, one cycle turns the residual $r_k$ into

$$r_{k+1}=r_k-\frac{r_k(s^Ts)+s(r_k^Ts)}{2s^Ts}=\tfrac12Pr_k . \tag{11}$$

Hence $r_k=2^{-k}Pr$ for $k\ge1$, and all residuals sum to $r+Pr=2r-s(r^Ts)/(s^Ts)$. Putting this sum in place of $r_k$ in the symmetrized correction $(r_ks^T+sr_k^T)/(2s^Ts)$ gives (2) again.

### The rank-one change and Bofill's weight

A symmetric rank-one change has the form $\kappa vv^T$. Condition (7) requires $\kappa v(v^Ts)=r$, so $v$ is parallel to $r$. Taking $v=r$ gives $\kappa=1/(r^Ts)$ and

$$X_{\rm S}=\frac{rr^T}{r^Ts}. \tag{12}$$

Its strength is that it remembers earlier steps on a quadratic surface. Suppose $Bs_j=y_j$ for an earlier step $s_j$. For the new step,

$$r^Ts_j=y^Ts_j-s^TBs_j=s^THs_j-s^Ty_j=0,$$

because $y_j=Hs_j$. Thus $X_{\rm S}s_j=0$, and the old condition survives. After $n$ linearly independent steps in $n$ dimensions, with every update defined, $B$ and $H$ agree on a basis and are equal.

Its weakness is the denominator. Define

$$\rho=\frac{|r|}{|s|},\qquad c=\frac{r^Ts}{|r||s|},\qquad r=|r|\left(c\,\hat s+\sqrt{1-c^2}\,u\right), \tag{13}$$

where $\hat s=s/|s|$ and $u$ is a unit vector perpendicular to $s$. Substitution in (2) and (12) gives

$$X_{\rm P}=\rho\left[c\,\hat s\hat s^T+\sqrt{1-c^2}\,(u\hat s^T+\hat su^T)\right], \tag{14}$$

$$X_{\rm S}=X_{\rm P}+\rho\,\frac{1-c^2}{c}\,uu^T. \tag{15}$$

The two updates differ only in the curvature along $u$, on which this step gives no direct information. PSB leaves it alone. SR1 changes it by an amount that diverges when $r$ becomes perpendicular to $s$.

A mixture with SR1 weight $\phi$ still satisfies (7), since both parts do. For the weight $|c|^p$, the coefficient of $uu^T$ is $\rho(1-c^2)\,{\rm sgn}(c)|c|^{p-1}$. At fixed $\rho$ it is continuous through $c=0$ only if $p>1$; for $p=1$ it stays finite but jumps in sign. The smallest even power that works is $p=2$, which is Bofill's $\phi=c^2$:

$$X_{\rm B}=X_{\rm P}+\rho\,c\,(1-c^2)\,uu^T. \tag{16}$$

This argument supports the choice but does not make it unique, and unless $c=0$ or $c^2=1$, (16) is not the least change in the Frobenius norm, which by (10) is $X_{\rm P}$ alone. From (14) and (16),

$$\|X_{\rm B}\|_F^2=\rho^2\left[2-c^2+c^2(1-c^2)^2\right]=\rho^2(2-2c^4+c^6)\le2\rho^2 . \tag{17}$$

PSB has $\|X_{\rm P}\|_F^2=\rho^2(2-c^2)$, which obeys the same bound. Both changes are therefore limited by the size of the residual. If $r$ is parallel to $s$, the SR1, PSB and Bofill updates coincide.

### What PSB and Bofill guarantee

Let $E=H-B$ be the error before the update, so that $r=Es$. Equation (2) becomes

$$X_{\rm P}=E\hat s\hat s^T+\hat s\hat s^TE-(\hat s^TE\hat s)\,\hat s\hat s^T,$$

and the new error is

$$E_+=E-X_{\rm P}=PEP,\qquad \|E_+\|_2\le\|E\|_2 . \tag{18}$$

Here $\|\cdot\|_2$ is the largest absolute eigenvalue, which a projection on both sides cannot increase. Weyl's inequality states that the ordered eigenvalues of $B=H-E$ differ from those of $H$ by at most $\|E\|_2$. On a quadratic surface, if

$$\|E\|_2<\min_i|\lambda_i(H)| \tag{19}$$

at the start, no eigenvalue of $B$ can cross zero, and PSB keeps the correct count through all later updates. On an anharmonic surface, (18) holds at each step for that step's average Hessian. Because this matrix changes, the inequalities no longer form a chain.

For Bofill, (16) gives $E_+=PEP-\rho c(1-c^2)uu^T$. The function $|c|(1-c^2)$ is largest at $c^2=1/3$, where it equals $2/(3\sqrt3)$. Since $\rho=|E\hat s|\le\|E\|_2$,

$$\|E_+\|_2\le\left(1+\frac{2}{3\sqrt3}\right)\|E\|_2\approx1.385\,\|E\|_2 . \tag{20}$$

This protects the count for one update if $1.385\|E\|_2$ is below the smallest $|\lambda_i(H)|$. It does not protect it through an unlimited sequence.

Mixing helps when the error has a definite sign. Suppose $E$ has no negative eigenvalue and $s^TEs>0$, so that $0<c\le1$. For any $v$, the Cauchy–Schwarz inequality gives

$$v^T(E-X_{\rm S})v=v^TEv-\frac{(v^TEs)^2}{s^TEs}\ge0 .$$

The $uu^T$ coefficients in (15) and (16) are ordered as $(1-c^2)/c\ge c(1-c^2)\ge0$. Therefore, as quadratic forms,

$$0\le E_+^{\rm S}\le E_+^{\rm B}\le E_+^{\rm P}, \tag{21}$$

where the superscripts name the updates. In this case $B_+=H-E_+\le H$ for all three, so none has fewer negative eigenvalues than $H$.

If $E$ has both signs, Bofill can increase the error. Take

$$E=0.01\begin{pmatrix}1&1\\1&-10\end{pmatrix}\ {\rm hartree/bohr^2}$$

and a step along the first axis. Then $c^2=1/2$ and $\rho c=0.01$. The remaining error along the second axis is $-0.10-0.01\times\tfrac12=-0.105$, while $\|E\|_2$ was 0.1009 hartree/bohr².

### Why BFGS can lose the mode

Split (4) into two stages, with the intermediate matrix

$$C=B-\frac{Bss^TB}{s^TBs},\qquad Cs=0. \tag{22}$$

Since $s^TBs\ne0$, every vector can be written as $v=as+w$ with $s^TBw=0$. The cross terms vanish, and

$$v^TBv=a^2s^TBs+w^TBw,\qquad v^TCv=w^TBw. \tag{23}$$

The first stage removes the sign of $s^TBs$ from the inertia and puts a zero in its place.

For the second stage use a different splitting, $v=as+w'$ with $y^Tw'=0$, which is possible because $y^Ts\ne0$. As $Cs=0$ and $y^Tv=a\,y^Ts$,

$$v^TB_+v=w'^TCw'+\frac{(a\,y^Ts)^2}{y^Ts}=a^2y^Ts+w'^TCw' . \tag{24}$$

Also $v^TCv=w'^TCw'$, so $C$ has the same number of negative directions on the space of the $w'$ as on the whole space. The second stage replaces the zero by the sign of $y^Ts$. By Sylvester's law of inertia, (23) and (24) give (5).

The same splittings give the determinant. Let the $w_i$ be a basis of the vectors $w$, and set $w_i'=w_i-s\,(y^Tw_i)/(y^Ts)$. Adding multiples of $s$ changes neither the determinant of the basis $(s,w_1,\dots)$ nor the elements $w_i^TCw_j=w_i^TBw_j$. Comparing (23) with (24),

$$\det B_+=\det B\,\frac{y^Ts}{s^TBs}. \tag{25}$$

A positive definite $B$ thus stays positive definite whenever $y^Ts>0$. This is useful in a minimization, but it means that BFGS acquires a negative eigenvalue only from a step with negative observed curvature. Conversely, the single negative eigenvalue is lost when

$$s^TBs<0<y^Ts. \tag{26}$$

The two curvatures differ by $y^Ts-s^TBs=s^TEs$. However small this error is, provided it is positive, (26) occurs for steps whose predicted curvature is negative and smaller in magnitude than $s^TEs$. An indefinite $B$ has directions of zero predicted curvature, so such steps are not excluded. If $B$ is positive definite, the unmodified quasi-Newton step $p=-B^{-1}g$ has $g^Tp=-g^TB^{-1}g<0$: it points downhill in energy, even where reaching the saddle requires a climb.

There is a second fault. As $s^TBs\to0$ with $Bs$ and $y^Ts$ away from zero, the subtracted term in (4) diverges, although the residual may remain small. In two dimensions let $B={\rm diag}(-\alpha,\beta)$ with $\alpha,\beta>0$. Its zero-curvature direction has $\tan^2\theta=\alpha/\beta$. There $|B\hat s|^2=\alpha\beta$, and $\hat s^TB\hat s$ varies with angle at the rate $(\alpha+\beta)\sin2\theta=2\sqrt{\alpha\beta}$. At a small angular distance $\delta$ from it, the leading size of the BFGS change is

$$\frac{|B\hat s|^2}{|\hat s^TB\hat s|}\approx\frac{\sqrt{\alpha\beta}}{2|\delta|}. \tag{27}$$

### A worked update

Take a quadratic model with

$$H={\rm diag}(-0.10,\,0.30),\qquad B={\rm diag}(-0.15,\,0.29)\ {\rm hartree/bohr^2},$$

and $s=(0.16,0.10)$ bohr. In hartree/bohr,

$$y=(-0.016,\,0.030),\quad Bs=(-0.024,\,0.029),\quad r=(0.008,\,0.001).$$

The two curvatures, multiplied by the squared step length, are

$$s^TBs=0.16(-0.024)+0.10(0.029)=-0.00094\ {\rm hartree},$$

$$y^Ts=0.16(-0.016)+0.10(0.030)=+0.00044\ {\rm hartree}.$$

Condition (26) is met. BFGS gives eigenvalues 0.00477 and 4.27 hartree/bohr²: the negative one is gone, and the larger is about fourteen times the true 0.30. Their product, 0.0204, agrees with (25), which gives $(-0.15)(0.29)(0.00044)/(-0.00094)$.

For Bofill, $r^Ts=0.00138$, $r^Tr=6.5\times10^{-5}$ and $s^Ts=0.0356$ in the corresponding units, so

$$\phi=\frac{(0.00138)^2}{(6.5\times10^{-5})(0.0356)}=0.823 .$$

| Update | Eigenvalues (hartree/bohr²) | $\|H-B_+\|_F$ (hartree/bohr²) |
|---|---:|---:|
| BFGS | 0.0048, 4.2700 | 4.0747 |
| SR1 | −0.1037, 0.2908 | 0.0129 |
| PSB | −0.1062, 0.2850 | 0.0212 |
| Bofill | −0.1041, 0.2898 | 0.0144 |

Here $E={\rm diag}(0.05,0.01)$ has no negative eigenvalue, so the order of the last three errors is that of (21). Bofill's lowest eigenvalue corresponds to −10.12 eV/Å².

For this $B$, (27) predicts a BFGS change of about $0.104/|\delta|$ hartree/bohr². At $\delta=10^{-3}$ and $10^{-4}$ rad the computed changes are 103 and 1042, while those of PSB and Bofill stay near 0.045 and 0.046.

### Repeated updates and searches

The next comparison uses a quadratic surface with eigenvalues −0.10, 0.10 and 0.30 hartree/bohr² and an initial error $\|E\|_2=0.05$ hartree/bohr². Each of 1000 sequences had 12 random steps, the same for every method. The count differed from one at least once in 765 sequences with BFGS, 72 with SR1, and none with PSB or Bofill. The PSB result is guaranteed by (19); the Bofill result is an observation for this sample. After three updates the median Frobenius error in this sample was 0.016 hartree/bohr² for PSB and 0.011 for Bofill; another sample shifts these medians by 0.001 to 0.002. For SR1 it was at rounding level, as its memory of earlier steps implies. SR1 can nevertheless pass through a wrong count on the way.

An anharmonic test surface, in atomic units, is

$$V=-\frac{0.10}{2}x^2+\frac{0.10}{4}x^4+\frac{0.30}{2}\left(z-0.20x^2\right)^2 . \tag{28}$$

Its saddle is at the origin, with the Hessian $H$ of the worked update. Searches with $p=-B^{-1}g$, capped at 0.3 bohr, began from a grid of 256 points with $0.05\le x\le0.40$ and $|z|\le0.30$ bohr, with the same guess $B$. A search was stopped when $|g|<10^{-6}$ hartree/bohr or after 100 steps; the step counts depend on this threshold. All searches reached the saddle with SR1, PSB and Bofill, in a median of 5 steps, although SR1 had a wrong count at some time in 8 runs. With BFGS, 190 did so, in a median of 11 steps, and the count was wrong at some time in 155 runs. At least $190+155-256=89$ BFGS runs therefore reached the saddle despite a wrong count: a count of zero or two at some stage is not always fatal. Most of the BFGS runs that missed the saddle ended at one of the two minima, and the others reached the step limit. The number that reaches the saddle is sensitive to rounding and shifts by one or two between equivalent implementations. Nor does Bofill improve on PSB in the median number of steps here. The numerical check covers the update formulas, the error bounds and the inertia rule; the search results are observations on this surface.

## Computed values

```
WORKED UPDATE (hartree/bohr^2 unless stated)
True H diagonal: [-0.1  0.3]
Guess B diagonal: [-0.15  0.29]
Step s (bohr): [0.16 0.1 ]
Gradient change y (hartree/bohr): [-0.016  0.03 ]
Residual r (hartree/bohr): [0.008 0.001]
s.B.s (hartree): -0.000940
y.s (hartree): 0.000440
Bofill weight phi (no unit): 0.8230
BFGS eigenvalues: 0.00477, 4.26995
SR1 eigenvalues: -0.10371, 0.29081
PSB eigenvalues: -0.10620, 0.28496
Bofill eigenvalues: -0.10414, 0.28977
BFGS Frobenius error: 4.07472
SR1 Frobenius error: 0.01290
PSB Frobenius error: 0.02124
Bofill Frobenius error: 0.01437
Bofill lowest eigenvalue (eV/angstrom^2): -10.120
CHANGE NEAR NULL DIRECTION (hartree/bohr^2)
Null angle (degree): 35.723
Offset 1e-02 rad: BFGS 9.623, PSB 0.0450, Bofill 0.0457
Offset 1e-03 rad: BFGS 103.408, PSB 0.0452, Bofill 0.0458
Offset 1e-04 rad: BFGS 1041.950, PSB 0.0452, Bofill 0.0458
RANDOM SEQUENCES ON A QUADRATIC SURFACE
True eigenvalues (hartree/bohr^2): [-0.1  0.1  0.3]
Initial spectral error (hartree/bohr^2): 0.05
Sequences: 1000; updates in each: 12
BFGS: sequences with wrong count 765; median error after 3 updates 1.41e-01 hartree/bohr^2
SR1: sequences with wrong count 72; median error after 3 updates 8.46e-17 hartree/bohr^2
PSB: sequences with wrong count 0; median error after 3 updates 1.58e-02 hartree/bohr^2
Bofill: sequences with wrong count 0; median error after 3 updates 1.14e-02 hartree/bohr^2
SEARCHES ON THE DOUBLE WELL
a, k (hartree/bohr^2): 0.10, 0.30
b (hartree/bohr^4): 0.10; q (1/bohr): 0.20
Start ranges (bohr): x 0.05 to 0.40, z -0.30 to 0.30
Starts: 256; step cap 0.3 bohr; at most 100 steps
BFGS: at saddle 190; wrong count in 155 runs; median steps 11.0
SR1: at saddle 256; wrong count in 8 runs; median steps 5.0
PSB: at saddle 256; wrong count in 0 runs; median steps 5.0
Bofill: at saddle 256; wrong count in 0 runs; median steps 5.0
GENERAL CHECKS
PSB minus numerical least change, max: 6.7e-16
Residual ratio of alternating corrections: 0.500000
Bofill error-growth bound (no unit): 1.3849
Largest growth in random tests (no unit): 1.0838
Indefinite error before, after Bofill (hartree/bohr^2): 0.1009, 0.1050
BFGS count changes in 500 exact random updates: 235
```
